Internal reflections and the infrared absorbance of an impurity band in silicon

**Problem**

A silicon wafer, polished on both faces, stands in air at normal incidence in an infrared spectrometer. Each face reflects a fraction R = 0.30 of the power that falls on it, from either side. The wafer absorbs weakly: a broad background from the silicon lattice and, on top of it, a narrow band from an impurity. The transmittance T is measured at the band's peak, and T₀ is the transmittance of an identical wafer without the impurity. The baseline-corrected absorbance is

A = log₁₀(T₀/T).

If light crossed the wafer once, A would be the band's absorption coefficient times the thickness, divided by ln 10. Some of the light, however, is reflected back and forth inside before it leaves.

(a) Estimate by scaling how much these reflections change A.
(b) Find the change from the full sum over reflections, and say how weak the absorption must be for the weak-absorption result to hold.
(c) Evaluate both for a wafer of thickness d = 500 µm, with background absorption 0.80 cm⁻¹ and band peak absorption α_b = 0.30 cm⁻¹ at 1107 cm⁻¹.

Conventions: absorption coefficients refer to power and to natural logarithms, so one crossing multiplies the power by e^(−x), where x = αd is the optical depth. The background depth is x₀, and the band adds x_b at its peak. The ratio sought is

M = A ln 10 / x_b = ln(T₀/T)/x_b,

which is 1 for a single crossing. The inflation is M − 1, relative to the single-pass absorbance.

The reflected beams are taken to be incoherent: their powers add, not their amplitudes. This holds when the measured transmittance is an average over the interference fringes, a condition examined below.

**First estimate by scaling**

Light that leaves at the first opportunity crosses the wafer once. To leave at the next opportunity it must be reflected at the back face and again at the front face, which costs a factor R² = 0.09, and it then has crossed the wafer three times. The delayed light is thus about 9 percent of the direct light and has travelled two extra thicknesses. The mean number of crossings is about

1 + 2R² = 1 + 2 × 0.09 = 1.18.

When absorption is weak, the fraction of light lost is proportional to the path travelled, so the estimate is M ≈ 1.18.

The baseline does not remove this excess. Subtracting it cancels losses that are the same with and without the impurity, such as reflection at the entrance face. The extra path is different: the impurity absorbs along it, and the reference wafer has no impurity.

The same reasoning shows what absorption does. The delayed light suffers two more crossings, so its weight falls from R² to R²e^(−2x). Absorption therefore lowers the inflation, by a relative amount of about 2x.

**Exact solution of the incoherent model**

*The sum over reflections.* A fraction 1 − R of the incident power enters. After one crossing, a fraction 1 − R of what arrives at the back face leaves. The first transmitted beam is therefore (1 − R)²e^(−x). Each later beam has made one more round trip than the one before, with two reflections and two crossings, and so is smaller by the factor

w = R²e^(−2x).

The transmittance is a geometric series:

T = (1 − R)²e^(−x)(1 + w + w² + …) = (1 − R)²e^(−x)/(1 − R²e^(−2x)).

The series converges because w < 1.

*The baseline-corrected signal.* Take the logarithm:

ln T = 2 ln(1 − R) − x − ln(1 − R²e^(−2x)).

Write this for the reference, with x = x₀, and for the sample, with x = x₀ + x_b, and subtract. The term 2 ln(1 − R) cancels, since both wafers have the same R. What remains is

ln(T₀/T) = x_b + ln{[1 − R²e^(−2(x₀+x_b))]/[1 − R²e^(−2x₀)]}.

Division by x_b gives

M = 1 + (1/x_b) ln{[1 − R²e^(−2(x₀+x_b))]/[1 − R²e^(−2x₀)]}.

The numerator in the braces exceeds the denominator, because the added absorption makes the subtracted exponential smaller. The logarithm is positive, and M > 1.

*The weak limit.* For a very weak band, M becomes the slope S(x) = −d(ln T)/dx at x = x₀. Since dw/dx = −2w, the derivative of ln(1 − w) is +2w/(1 − w), and

S = 1 + 2w/(1 − w) = (1 + w)/(1 − w).

If the background is weak as well, w → R², and

M → (1 + R²)/(1 − R²) = 1.09/0.91 = 1.198.

Internal reflections thus inflate the absorbance by 19.8 percent, or about 20 percent, in the limit of weak absorption.

This limit is the mean number of crossings. A beam that makes m round trips crosses 2m + 1 times and has relative weight R^(2m). With Σ R^(2m) = 1/(1 − R²) and Σ m R^(2m) = R²/(1 − R²)², the mean is

Σ(2m + 1)R^(2m)/Σ R^(2m) = 1 + 2R²/(1 − R²) = (1 + R²)/(1 − R²).

*How weak is weak?* For a band of finite strength, M is the average of the slope over the interval that the band adds:

M = (1/x_b) ∫ S(x) dx, from x₀ to x₀ + x_b.

S falls as x grows, because w falls. Hence M falls when either the background or the band becomes stronger, and it stays between 1 and the weak limit. The 19.8 percent is an upper limit for this R within the incoherent model at normal incidence. Fringes that are not averaged out can break it: for the wafer treated below, with sample and reference of exactly the same thickness, M lies between about 1.06 and 1.28 with a Gaussian instrument function of full width 2 cm⁻¹, and between about 0.56 and 1.80 when the fringes are fully resolved, depending on where the peak falls in the fringe.

To find the first correction, differentiate S once more:

dS/dx = [2/(1 − w)²](−2w) = −4w/(1 − w)².

At x = 0 this is −4R²/(1 − R²)². The mean of x over the interval is x₀ + x_b/2. To first order in the depths,

M − 1 ≈ 2R²/(1 − R²) − [4R²/(1 − R²)²](x₀ + x_b/2)
= [2R²/(1 − R²)] [1 − (2x₀ + x_b)/(1 − R²)].

The condition for the weak limit is therefore 2x₀ + x_b ≪ 1 − R². The background counts twice as much as the band, because the band's depth is reached only at the end of the interval. A small impurity signal alone does not guarantee the full 20 percent; the background must be weak too.

In the opposite limit, x₀ ≫ 1, w vanishes and M → 1: light that has made a round trip is absorbed before it can leave.

**The wafer in numbers**

With d = 0.050 cm,

x₀ = 0.80 × 0.050 = 0.0400,
x_b = 0.30 × 0.050 = 0.0150.

The transmittances from the closed formula are

T₀ = 0.49 e^(−0.040)/(1 − 0.09 e^(−0.080)) = 0.51344,
T = 0.49 e^(−0.055)/(1 − 0.09 e^(−0.110)) = 0.50445.

The band changes the transmittance by less than 0.01, so the rounded values lose precision in the logarithm of their ratio. The unrounded values give

A = 0.007676,

against a single-pass value of 0.0150/ln 10 = 0.006514. Their ratio is

M = 0.007676/0.006514 = 1.178,

an inflation of 17.8 percent. Read as a single crossing, the measurement would give a band absorption of 0.3535 cm⁻¹ in place of 0.30 cm⁻¹.

The first-order formula has 2x₀ + x_b = 0.095 and gives

M − 1 ≈ 0.1978 × (1 − 0.095/0.91) = 0.177,

close to the full result. Most of the drop from 19.8 percent comes from the background: for a vanishing band on this same background, M is 1.181.

**Comparison of estimate and solution**

The scaling estimate kept one round trip. Expanding the weak limit shows what it left out:

2R²/(1 − R²) = 2R² + 2R⁴ + 2R⁶ + … = 0.1800 + 0.0162 + 0.0015 + …

The estimate is the first term. It gives 18.0 percent where the weak limit is 19.8 percent, so it falls short by about one eleventh of the inflation. That relative shortfall is R² itself, since 2R² = (1 − R²) × 2R²/(1 − R²). The estimate is good because 0.09 is small; it would fail for faces that reflect most of the light.

For the worked wafer the estimate of 18.0 percent looks even better beside the actual 17.8 percent. This is a cancellation. Leaving out the later round trips lowers the estimate by 1.8 percentage points, and leaving out the absorption of the delayed light raises it by about 2 points. If the estimate is given its own absorption correction, with mean depth 0.0475, it becomes 0.18 × (1 − 0.095) = 0.163, which is again too low, as one round trip should be.

**When powers may be added**

The wave solution shows what incoherence requires. Let N = n + iκ be the complex index and r = (N − 1)/(N + 1) the amplitude reflected inside at a face. The product of the entrance and exit amplitudes is 4N/(N + 1)² = 1 − r². With β = 2πNνd the complex phase of one crossing at wavenumber ν, the transmitted amplitude is

t = (1 − r²)e^(iβ)/(1 − r²e^(2iβ)).

Here κ = α/(4πν) = 1.10/(4π × 1107) ≈ 8 × 10⁻⁵ at the band's peak. It matters in the exponential, where it is multiplied by the long path, but it changes the magnitudes of r and 1 − r² only at order κ². Treat r as real there, with r² = R, and set q = Re^(−x) and φ = 4πnνd. Then

T_wave = (1 − R)²e^(−x)/|1 − qe^(iφ)|².

Now 1/(1 − qe^(iφ)) = Σ q^m e^(imφ). In the squared magnitude, products of different m oscillate with φ and average to zero over a whole fringe. The equal terms leave Σ q^(2m) = 1/(1 − q²). Because q² = R²e^(−2x), the averaged transmittance is the incoherent formula.

The order of operations matters. Suppose the fringes are fully resolved, by an instrument function much narrower than their spacing, and the absorbance is smoothed over them instead of the transmittance. The quantity to average is then

ln|1 − qe^(iφ)|² = −2 Σ q^k cos(kφ)/k, with k = 1, 2, 3, …

Every term averages to zero over a whole fringe, so

⟨ln T_wave⟩ = 2 ln(1 − R) − x.

The baseline-corrected result is now x_b, with M = 1, apart from terms of order κ². Averaging the wave solution for the worked wafer over 64 equally spaced phases gives 1.0000. The inflation thus depends on how the spectrum is processed, not on the wafer alone. A correction for it must not be applied to data in which fully resolved fringes were averaged in absorbance. If the instrument has already smoothed the fringes in part, some of the inflation remains: for this wafer, a Gaussian instrument function of full width 1 cm⁻¹ followed by averaging in absorbance gives M ≈ 1.10.

For this wafer n = 3.42 and the fringe spacing is

Δ = 1/(2nd) = 1/(2 × 3.42 × 0.050 cm) = 2.92 cm⁻¹.

Take a Gaussian instrument function of full width 5 cm⁻¹ at half maximum. Its standard deviation is s = 5/2.355 = 2.12 cm⁻¹, and it reduces the first fringe harmonic by exp(−2π²s²/Δ²) ≈ 3 × 10⁻⁵. Leftover fringes then alter the band signal by at most 0.20 percent of itself, over a sampled set of fringe phases chosen separately for sample and reference.

For a Gaussian of full width 2 cm⁻¹ the reduction is only to about 0.19; an instrument function of another shape gives a different factor. The fringe amplitude relative to the mean transmittance is 2q ≈ 0.58 before smoothing and about 0.11 after it. If sample and reference sit at opposite extremes, the error in ln(T₀/T) is about ln(1.11/0.89) ≈ 0.22, some twelve times the band's signal of 0.0177. The check's output gives 906 percent, or nine times, on a line labelled "worst fringe error", but that label claims too much. It is smaller because only two reference phases were sampled there, and neither lies at an extreme. It is a lower bound on the worst error. Finer resolution is therefore harmful here unless the fringes are removed in some other way. Thickness variation across the beam can do this: a change of 1/(2nν) ≈ 1.3 µm spans a whole fringe, and thicknesses spread evenly over that range average the fringes out almost completely. An even spread that does not cover a whole number of fringes leaves part of them, and against so weak a band the part matters. With otherwise fully resolved fringes, a spread of 1.30 µm instead of 1.32 µm leaves a relative amplitude of about 0.01, a worst error about as large as the band's signal, and a spread of one and a half fringes leaves about 0.12.

**Removing the inflation**

If R is known and the incoherent formula applies, no approximation is needed to recover the optical depth. Put y = e^(−x) in the formula for T and clear the denominator:

R²T y² + (1 − R)² y − T = 0.

The product of the two roots is −1/R², which is negative, so one root is positive:

y = {−(1 − R)² + √[(1 − R)⁴ + 4R²T²]}/(2R²T).

Apply this to both wafers and subtract the depths:

α_b = ln(y₀/y)/d,

where y₀ belongs to the reference and y to the sample.

A simulated measurement shows the outcome. The wave solution, including the small change of refractive index that accompanies the band, was averaged with the 5 cm⁻¹ instrument function. The band was a Lorentzian of full width 32 cm⁻¹, and both wafers had the same thickness. The simulated signal is 1.178 times the single-pass depth of the equally broadened band, in agreement with the incoherent M. The inversion returns α_b = 0.2950 cm⁻¹. The remaining deficit from 0.30 cm⁻¹ is the 1.68 percent by which the instrument function lowers the band's peak. It is a separate error, and the correction for reflections does not remove it.

**Real wafers**

The parameters are rough values for interstitial oxygen in silicon at room temperature. The band strength of 0.30 cm⁻¹ is low: crucible-grown silicon often has a peak of roughly 1 to 3 cm⁻¹. With 3 cm⁻¹, and the thickness and background held fixed, the model gives M = 1.155. Large production wafers are also thicker, roughly 700 to 800 µm, which raises both depths and lowers M further. Doping adds absorption by free carriers. With a total background of 5 cm⁻¹, which corresponds to a moderate carrier density of order 10¹⁶ to 10¹⁷ cm⁻³, and the original weak band, M is 1.114. A fixed correction of 20 percent would be too large in each of these cases. Heavily doped wafers, with around 10¹⁹ carriers per cm³, absorb so strongly at this wavenumber that a wafer of this thickness is practically opaque, and the measurement cannot be made in transmission.

The model also assumes two polished faces, but some wafers have a rough back. Suppose that it returns half of the specular reflection, and that the scattered light is lost. The round-trip factor R² is then halved, while the changed exit loss cancels between sample and reference if their backs are alike. For the worked wafer M falls from 1.178 to 1.085. If the backs differ, the exit losses do not cancel, and the baseline itself is wrong.

Two other effects are smaller. For unpolarized light incident at 15 degrees, the weak limit is 1.201 instead of 1.198, with the depth still defined by the wafer's thickness. A straight baseline drawn between points 100 cm⁻¹ on either side of the peak cuts through the band's Lorentzian wings and removes 2.50 percent of the peak signal, even on a flat background. The silicon lattice background is not flat in this region, which is a reason to use an impurity-free reference wafer of the same thickness and surface finish. Light reflected between the wafer and the interferometer, and thermal emission by the wafer, lie outside the model, and their size is not estimated here.

Computed values

```
face reflectance R = 0.30
refractive index giving this R = 3.422
wafer thickness = 500 um
band centre = 1107 cm^-1
band full width = 32 cm^-1
background absorption = 0.80 cm^-1
true band peak absorption = 0.30 cm^-1
background optical depth x0 = 0.0400
band optical depth xb = 0.0150
weak limit of M = 1.1978
mean number of crossings = 1.1978
weak-band M with this background = 1.1812
reference transmittance = 0.51344
sample transmittance = 0.50445
single-pass absorbance (base 10) = 0.006514
baseline-corrected absorbance = 0.007676
example M = 1.1783
example inflation = 17.8 percent
first-order inflation = 17.7 percent
apparent band absorption = 0.3535 cm^-1
M if ln T is fringe-averaged = 1.0000
M, band 3 cm^-1, same background = 1.1547
M, background 5 cm^-1, same band = 1.1137
fringe spacing = 2.92 cm^-1
instrument resolution = 5.0 cm^-1
M from simulated wave spectrum = 1.1783
band absorption after correction = 0.2950 cm^-1
peak loss by resolution = 1.68 percent
worst fringe error at 5 cm^-1 = 0.20 percent
worst fringe error at 2 cm^-1 = 906 percent
loss by baseline at +-100 cm^-1 = 2.50 percent
weak-limit M at 15 degrees = 1.2013
M with half back reflection = 1.0853
```
